Where a new island splits a one-dimensional gap

**1. Result and assumptions**

A gap of length L lies between two islands on a one-dimensional surface and contains no island. If the nucleation rate per length is proportional to the square of the steady adatom density, the next island appears at scaled position x = s/L with probability density

p(x) = 30 x²(1 − x)², 0 ≤ x ≤ 1.

The assumptions behind this law are the following.

- Adatoms arrive uniformly, at rate F per site, and do not desorb.
- They hop at rate h to each neighbouring site, everywhere in the gap.
- The island edges, at s = 0 and s = L, capture every adatom that reaches them.
- Two adatoms can form a dimer, which is stable and immobile and counts as an island.
- The adatom density has reached its steady form, and nucleation removes a negligible share of the adatoms.
- The nucleation rate at s is a constant times n(s)², with the same constant at every s.

The last assumption is a closure: it replaces a property of pairs of adatoms by the mean density of single ones. Sections 4 to 7 derive when it holds and what happens when it does not.

The lattice spacing is the unit of length and the second the unit of time, so the diffusion constant D equals h in numerical value.

**2. The steady adatom density**

Site s gains adatoms by deposition and by hops from its two neighbours, and loses them by hops in two directions:

F + h[n(s+1) + n(s−1) − 2n(s)] = 0, n(0) = n(L) = 0.

The second difference of s(L − s) = Ls − s² is −2, because the linear part contributes nothing and (s+1)² + (s−1)² − 2s² = 2. Therefore

n(s) = F s(L − s)/(2h)

satisfies the balance and both edge conditions. It is the only solution: the difference of two solutions has zero second difference, so it is linear in s, and a linear function that vanishes at both edges is zero. In the continuum the same density solves D n″ + F = 0.

With s = Lx,

n = (FL²/2D) x(1 − x).

The density is largest in the middle, where an adatom is farthest from capture.

**3. From the density to the splitting law**

Let r(s) be the nucleation rate per length and R its integral over the gap. With constant rates, the probability that no island has formed by time T is exp(−RT). The probability per length that the first island forms at s is then

∫₀^∞ r(s) exp(−RT) dT = r(s)/R.

The splitting density is thus the normalized rate. Since r is proportional to n², it is proportional to x²(1 − x)², and

∫₀¹ x²(1 − x)² dx = 1/3 − 2/4 + 1/5 = 1/30.

This gives the factor 30. The quantities F, D, L and the nucleation constant multiply the rate at every position equally, so they cancel.

Integrating from 0 to x gives the cumulative probability

P(x) = 10x³ − 15x⁴ + 6x⁵.

At x = 1/4 it equals (160 − 60 + 6)/1024 = 106/1024. By symmetry the middle half of the gap receives the new island with probability 1 − 212/1024 = 0.793. A uniform choice would give 0.5.

The mean of x is 1/2 by symmetry. The second moment is

⟨x²⟩ = 30(1/5 − 2/6 + 1/7) = 2/7,

so the variance is 2/7 − 1/4 = 1/28. The smaller piece is the fraction x when x < 1/2 and 1 − x otherwise. The two cases contribute equally, so its mean is

2 ∫₀^{1/2} x p(x) dx = 60(1/64 − 1/80 + 1/384) = 11/32.

The mean larger fraction is 21/32. Splitting is centred, but typical pieces are not equal.

**4. The pair density behind the closure**

Let each unordered pair of adatoms on the same site react at rate k. Let N_s be the number of adatoms on site s, and define the density of ordered pairs by

g(a,b) = ⟨N_a N_b⟩ − δ_ab⟨N_a⟩.

On one site this is ⟨N_s(N_s − 1)⟩, twice the mean number of unordered pairs. The nucleation rate at s is therefore

r(s) = (k/2) g(s,s).

Either member of a pair can hop. A new adatom deposited at a forms pairs with those at b, and the reverse also holds. A pair on one site disappears at rate k. Writing Δ_a for the second difference in a, the steady balance is

h(Δ_a + Δ_b)g + F[n(a) + n(b)] − k δ_ab g = 0,

with g = 0 when either adatom is at an edge. This equation leaves out the loss of a pair when one member reacts with a third adatom, and the corresponding loss of single adatoms. These losses are small when the reaction is weak enough to remove a negligible share of the adatoms, or when the mean adatom number in the gap is much less than one.

One dimensionless number controls the continuum form. Set a = Lα, b = Lβ and g = (FL²/D)²γ. The hopping and deposition terms then both carry the factor F²L²/D. The reaction term carries (k/L)(FL²/D)², where 1/L comes from δ(a − b) = δ(α − β)/L. Dividing by F²L²/D leaves the reaction coefficient

κ = kL/D.

**5. Weak reaction: the square law holds**

Let κ tend to zero and try g(a,b) = n(a)n(b). Since hΔ_a n(a) = −F,

h(Δ_a + Δ_b)[n(a)n(b)] = −F n(b) − F n(a),

which cancels the deposition term. The edge conditions hold as well. Hence

r(s) = (k/2) n(s)²,

which is the assumed local law, now with its constant. The total rate is

R₀ = (k/2)(F/2D)² ∫₀^L s²(L − s)² ds = kF²L⁵/(240D²).

Physically, two adatoms usually meet and part again without reacting. Their joint distribution stays that of independent walkers.

The mean number of adatoms in the gap need not be small here. Adatoms that arrive at random and move independently have independent Poisson occupations, for which ⟨N_s(N_s − 1)⟩ = n(s)². A master equation for all occupations tests this in a gap with L = 4, F/h = 0.5 and k/h = 10⁻⁵, where the mean adatom number is 2.5. The three densities are 0.75, 1 and 0.75, so their squares are in the ratio 9 : 16 : 9. The predicted probabilities 9/34, 16/34 and 9/34, or 0.265, 0.471 and 0.265, agree with the first-nucleation probabilities found from an initially empty gap.

**6. Fast reaction: a different rate, a similar shape**

Now let κ tend to infinity, with a mean adatom number in the gap much less than one. Take k ≫ h first: every meeting then produces a dimer, so g vanishes on the diagonal a = b. The continuum equation contains k only through κ, so its limit also applies when k is not large compared with h but L is long enough to make κ large. If k is much smaller than h, adatoms that react have usually met many times before. Count each pair once by taking a > b. A dimer forms at s when the pair (s+1, s) or (s, s−1) closes its last step, each at rate h:

r(s) ≈ h[g(s+1,s) + g(s,s−1)].

Deposition directly onto an adatom adds F n(s). Relative to the hopping term this is of order one divided by the distance, in sites, to the nearer edge, so it is negligible in a long gap except close to the edges. Expanding about the diagonal, where g = 0, gives

r(s) = D(∂_a − ∂_b)g at a = b.

**Reduction to a harmonic function.** Write g = n(a)n(b) − w. The product already accounts for deposition, so w obeys Laplace's equation in the triangle 0 < b < a < L. It vanishes on the edges b = 0 and a = L, and equals n(s)² on the diagonal. The product contributes n′n − nn′ = 0 to the rate, so r = −D(∂_a − ∂_b)w.

Set w = (FL²/2D)²W. Then W = φ(x) = x²(1 − x)² on the diagonal, and

r = (F²L³/4D) G(x), G = (∂_β − ∂_α)W.

**Reflection into a square.** Let u = 1 − α and v = β. The triangle becomes u ≥ 0, v ≥ 0, u + v ≤ 1, with W = 0 on u = 0 and on v = 0. Continue W as an odd function across both lines; a harmonic function that vanishes on a straight line can be continued in this way. The result fills the square |u| + |v| ≤ 1. Rotated and rescaled coordinates are

X = (1 − u + v)/2, Y = (1 + u + v)/2,

and the square becomes 0 ≤ X, Y ≤ 1. The original diagonal is the side Y = 1, with X = x. The boundary values are φ(X) on Y = 0 and Y = 1, and −φ(Y) on X = 0 and X = 1. Since α decreases as u increases, G = (∂_u + ∂_v)W, which is ∂W/∂Y.

**Fourier solution.** By symmetry φ = Σ b_m sin qx with q = mπ and m odd. Both φ and φ′ vanish at the ends, so two integrations by parts give

b_m = 2∫₀¹ φ sin qx dx = −(2/q²) ∫₀¹ φ″ sin qx dx.

Here φ″ = 2 − 12x + 12x² equals 2 at both ends, and its second derivative is 24. Two further integrations, with cos q = −1 and ∫₀¹ sin qx dx = 2/q, give ∫₀¹ φ″ sin qx dx = 4/q − 48/q³. Hence

b_m = 96/q⁵ − 8/q³.

The harmonic function with the required boundary values is

W = Σ b_m [sin qX cosh q(Y − ½) − sin qY cosh q(X − ½)]/cosh(q/2).

Differentiating at Y = 1, again with cos q = −1, yields

G(x) = Σ q b_m [tanh(q/2) sin qx + cosh q(x − ½)/cosh(q/2)].

Each of the two terms in the bracket integrates to (2/q) tanh(q/2), so

∫₀¹ G dx = 4 Σ b_m tanh(q/2) = 0.1565.

The total rate is one quarter of this number times F²L⁴/D:

R∞ = 0.0391 F²L⁴/D.

The length exponent is 4, not 5, and k has dropped out because transport limits the reaction. Lattice solutions of the pair equation between L = 40 and L = 80 give exponents 4.00 for fast and 5.00 for slow reaction.

**The shape.** The normalized density G/∫G is 1.827 at the centre, against 1.875 from the square law, a reduction of 2.6% relative to the latter. At x = 0.1 it is 0.269 against 0.243, an increase of 11%.

The behaviour next to an edge can be found directly. For a and b much smaller than L, n(a) ≈ FLa/(2D), and the pair equation becomes

(∂_a² + ∂_b²)g = −c(a + b), c = F²L/(2D²).

The function g = c b(a − b)(a + b/2) vanishes at b = 0 and at a = b. Expanded, it is c(a²b − ab²/2 − b³/2), whose Laplacian is c(2b − a − 3b) = −c(a + b), as required. Source-free solutions in this 45° corner begin at fourth order in distance, so they do not change the leading term. At a = b = s, ∂_a g = 3cs²/2 and ∂_b g = −3cs²/2, hence

r(s) ≈ 3Dcs² = 3F²L s²/(2D).

This corresponds to G ≈ 6x² and to a normalized density (6/0.1565)x² ≈ 38x². The square law gives 30x². Both limits therefore vanish quadratically at an edge, but fast reaction has the larger coefficient.

**7. Between the limits**

Equating R₀ and R∞ gives

κ = 240 × 0.0391 ≈ 9.4.

The local law for the rate needs κ well below this value. Solutions of the pair equation at L = 80 give:

κ = 0.2: R/R₀ = 0.979, central density 1.875
κ = 1: R/R₀ = 0.903, central density 1.873
κ = 10: R/R₀ = 0.483, central density 1.860
κ = 100: R/R₀ = 0.086, central density 1.835

The rate fails long before the shape does. At κ = 10 the local law overestimates the rate by a factor of about two, while the central density has fallen by less than 1%. A measured splitting distribution close to 30x²(1 − x)² is therefore weak evidence for the local square law. The dependence of the rate on gap length separates the two limits much more clearly.

The four rates also lie close to 1/R = 1/R₀ + 1/R∞, which predicts ratios of 0.979, 0.904, 0.484 and 0.086. This addition of waiting times is a numerical observation here, not a derived law.

**8. Other conditions**

**Steadiness.** The slowest disturbance of the density has the form sin(πs/L) and decays at rate π²D/L². The relaxation time is τ = L²/(π²D), and the steady law requires Rτ ≪ 1. Otherwise many gaps split while their density is still building up.

**Depletion.** Each nucleation removes two adatoms, while deposition supplies FL per second. The density of Section 2 therefore requires 2R/(FL) ≪ 1.

**Desorption.** If adatoms desorb after a mean time t_d, the balance becomes Dn″ − n/t_d + F = 0. With ℓ² = Dt_d its solution is

n = F t_d [1 − cosh((s − L/2)/ℓ)/cosh(L/2ℓ)].

For ℓ ≪ L the density is flat except within a few ℓ of the edges. The square law for nucleation then gives a nearly uniform splitting density in the interior, and the factor x²(1 − x)² is lost.

**9. Worked example**

Take the round model parameters L = 2000 sites, h = 10⁸ s⁻¹, F = 0.1 s⁻¹ per site and k = 10⁴ s⁻¹. Then

κ = 10⁴ × 2000/10⁸ = 0.2,

well below the crossover. The small ratio k/h = 10⁻⁴ is chosen to place the example in the weak-reaction limit; it stands for dimer formation hindered by an extra barrier. If adatoms bind at most encounters, k is comparable with h, κ is of order L, and the local rate used below does not apply. R∞ is then not accurate either for these F, h and L, because the mean adatom number found below is not much less than one. The peak density and the mean adatom number are

n(L/2) = FL²/(8h) = 0.1 × 4×10⁶/(8×10⁸) = 5.0×10⁻⁴ per site,

∫n ds = FL³/(12h) = 0.1 × 8×10⁹/(12×10⁸) = 0.67.

The local law gives the total nucleation rate

R₀ = 10⁴ × 0.01 × 3.2×10¹⁶/(240 × 10¹⁶) = 1.33 s⁻¹,

and, for a gap of fixed length, a mean waiting time of 0.75 s. The pair equation at κ = 0.2 lowers the rate by about 2%.

The relaxation time is τ = 4×10⁶/(π² × 10⁸) = 0.0041 s, so R₀τ = 0.005. The depletion ratio is 2 × 1.33/(0.1 × 2000) = 0.013. Both are small, as required. The 2% correction leaves out the initial build-up of the density and the fact that gaps still without an island tend to hold fewer adatoms than average. The master equation of Section 5, solved for a gap of 8 sites with the same κ and the same FL³/h = 8, includes both effects and gives a mean waiting time about 6% longer than 1/R₀.

During the mean waiting time 0.1 × 0.75 = 0.075 atoms arrive per site. If they extend the islands at the edges, the gap shortens by up to 7.5%. In one relaxation time, however, at most 0.1 × 2000 × 0.0041 ≈ 0.8 sites are filled. The density can follow such slow edges, and x then refers to the gap as it is when the new island forms. The rate is more sensitive: it varies as L⁵, and 0.925⁵ = 0.68, so a gap shortened by 7.5% nucleates about a third more slowly. With growing edges, new islands therefore tend to form later, and some gaps close first. If every captured atom extends an edge, L falls as exp(−Ft), and the local rate integrated over all time is R₀/(5F) = 2.67. In this local estimate a fraction exp(−2.67) ≈ 0.07 of the gaps never receives an island; the lower true rate makes the fraction slightly larger. For the other gaps the splitting law in x remains a close approximation, because the density follows the edges.

For a gap of 2000 sites at that moment, the mean smaller piece is 11/32 × 2000 ≈ 690 sites and the mean larger piece about 1310 sites. The new island lies between sites 500 and 1500 with probability 0.79. The remaining values are in the numerical output.

Computed results

```
SPLITTING LAW
density at x=0.5: 1.8750 (dimensionless)
density at x=0.1: 0.2430 (dimensionless)
mean x: 0.5000; variance: 0.035714 (dimensionless)
probability of middle half: 0.7930 (dimensionless)
mean smaller fraction: 0.34375 (dimensionless)
MASTER EQUATION, WEAK REACTION, L=4 sites, F/h=0.5, k/h=1e-5
mean adatom number: 2.500
site probabilities: [0.26471 0.47059 0.26471]
square-law values:  [0.26471 0.47059 0.26471]
MASTER EQUATION, LOW FLUX, L=6 sites, F/h=1e-5, k/h=1
site probabilities: [0.099   0.24619 0.30962 0.24619 0.099  ]
pair-equation values: [0.099   0.24619 0.30962 0.24619 0.099  ]
DIFFUSION-LIMITED REACTION
density at x=0.5: 1.8269 (dimensionless)
density at x=0.1: 0.2688 (dimensionless)
integral of G: 0.15654 (dimensionless)
R D/(F^2 L^4), series: 0.03913 (dimensionless)
same, lattice L=80: 0.03914 (dimensionless)
largest density difference, lattice-series: 0.00085
length exponent, L=40 to 80, fast reaction: 3.9996
length exponent, L=40 to 80, slow reaction: 5.0000
kappa where limiting rates are equal: 9.392
CROSSOVER, L=80 sites: kappa, rate/local rate, density at x=0.5
   0.2  0.9790  1.8746 (dimensionless)
   1.0  0.9032  1.8729 (dimensionless)
  10.0  0.4832  1.8597 (dimensionless)
 100.0  0.0858  1.8352 (dimensionless)
WORKED EXAMPLE
gap length L: 2000 sites
hop rate h: 1.0e+08 1/s; pair reaction rate k: 1.0e+04 1/s
deposition rate F: 0.10 1/s per site
kappa: 0.200 (dimensionless)
peak adatom density: 5.0000e-04 per site
mean adatom number: 0.6667
total nucleation rate R: 1.3333 1/s
mean waiting time: 0.7500 s
coverage deposited while waiting: 0.0750 atoms per site
relaxation time tau: 0.00405 s
R tau: 0.00540 (dimensionless)
depletion ratio 2R/(FL): 0.01333 (dimensionless)
mean smaller piece: 687.5 sites
mean larger piece: 1312.5 sites
```
